# Constant potential shifts in Douglas-Kroll-Hess and ZORA Hamiltonians

An electron moves in a static local potential \(V(\mathbf r)\). Adding a constant \(\Delta\) to \(V\) only moves the zero of energy, so every level of the Dirac Hamiltonian moves by \(\Delta\). The problem asks what becomes of this property in two approximate electron-only Hamiltonians.

Rydberg atomic units are used: \(\hbar=1\), \(m=\tfrac12\), \(e^2=2\), \(c=2/\alpha\) with \(\alpha\) the fine-structure constant. Then \(2mc^2=c^2\), the nonrelativistic kinetic energy is \(p^2\), and a point nucleus gives \(V=-2Z/r\). Energies are counted without the rest energy \(mc^2\). The Dirac Hamiltonian, rest energy included, is

\[
D=\begin{pmatrix} V+mc^2 & c\,\boldsymbol\sigma\cdot\mathbf p\\ c\,\boldsymbol\sigma\cdot\mathbf p & V-mc^2\end{pmatrix}.
\]

"Even" means block-diagonal, "odd" means block-off-diagonal. The operator products below are taken to be well defined, as they are in a finite basis.

## (a) The free-particle transformation

**Decouple \(D\) for \(V=0\), and find the even and odd parts that the same transformation gives to \(V\).**

Let \(h=\boldsymbol\sigma\cdot\mathbf p/p\). It is Hermitian, \(h^2=1\), and it commutes with functions of \(p\). Applying \(h\) to the lower component turns \(c\,\boldsymbol\sigma\cdot\mathbf p\) into \(cp\), and the lower potential into \(\tilde V=hVh\):

\[
D\to\begin{pmatrix} mc^2&cp\\cp&-mc^2\end{pmatrix}+\begin{pmatrix}V&0\\0&\tilde V\end{pmatrix}.
\]

With \(E_p=\sqrt{c^2p^2+m^2c^4}\), define

\[
C=\sqrt{\frac{E_p+mc^2}{2E_p}},\quad S=\sqrt{\frac{E_p-mc^2}{2E_p}},\quad U_0=\begin{pmatrix}C&S\\-S&C\end{pmatrix}.
\]

These functions of \(p\) satisfy \(C^2+S^2=1\), \(C^2-S^2=mc^2/E_p\) and \(2CS=cp/E_p\). In \(U_0DU_0^\dagger\) the free part has the upper-left block

\[
(C^2-S^2)mc^2+2CS\,cp=\frac{m^2c^4+c^2p^2}{E_p}=E_p ,
\]

and the upper-right block

\[
-2CS\,mc^2+(C^2-S^2)cp=\frac{-cp\,mc^2+mc^2\,cp}{E_p}=0 .
\]

The lower-right block is minus the upper-left one, so the free part becomes \(H_0=\beta E_p\). The potential becomes

\[
H_1=\begin{pmatrix} CVC+S\tilde VS & o\\ o^\dagger & SVS+C\tilde VC\end{pmatrix},\qquad o=-CVS+S\tilde VC .
\]

The order of factors matters, because \(V\) does not commute with \(C\) and \(S\).

## (b) A constant potential

**Evaluate \(H_1\) for \(V=\Delta\).**

Now \(\tilde V=h\Delta h=\Delta\), and all factors commute. Both diagonal blocks are \(\Delta(C^2+S^2)=\Delta\), and \(o=\Delta(-CS+SC)=0\). Therefore

\[
H_1[V+\Delta]=H_1[V]+\Delta\cdot 1 .
\]

Two facts are contained here: the odd part of a constant vanishes, and its even part is a multiple of the unit operator. The second is needed as well, because an even operator that did not commute with later generators would enter higher orders.

In momentum space, \(V\) connects \(\mathbf p'\) to \(\mathbf p\) with amplitude \(\hat V(\mathbf p-\mathbf p')\), and \(o\) multiplies it by \(-C(p)S(p')+S(p)\,h(\mathbf p)h(\mathbf p')\,C(p')\). This factor vanishes at \(\mathbf p=\mathbf p'\), the only place where a constant has a Fourier component. The odd operator thus responds to the variation of the potential, not to its level.

## (c) Higher orders

**The Hamiltonian DKH\(n\) keeps the electronic block through order \(n\) in the full potential. Construct the decoupling steps and determine how DKH\(n\) changes under \(V\to V+\Delta\).**

Write the Hamiltonian as \(\sum_m H_m\), with \(H_m\) of order \(m\) in the potential. Step \(j\), for \(j=1,2,\dots\), removes the odd part of order \(j\). It uses an odd anti-Hermitian generator \(W_j\) of order \(j\) and a unitary series with real coefficients,

\[
U_j=\sum_{k\ge0}a_kW_j^k,\qquad a_0=a_1=1 .
\]

Since \(W_j^\dagger=-W_j\), the condition \(U_jU_j^\dagger=1\), imposed power by power, reads

\[
\sum_{k+l=q}(-1)^l a_ka_l=0\qquad (q\ge1). \tag{1}
\]

For \(q=2\) this gives \(2a_2-1=0\), so \(a_2=\tfrac12\). Collecting terms of equal order in \(U_jHU_j^\dagger\) gives

\[
H_m'=\sum_{q\ge0,\;jq\le m}\ \sum_{k+l=q}(-1)^la_ka_l\,W_j^k\,H_{m-jq}\,W_j^l . \tag{2}
\]

Orders below \(j\) are untouched. At order \(j\), \(H_j'=H_j+[W_j,H_0]\). Let \(o_j\) be the upper-right block of \(H_j\), and let \(w_j\) be that of \(W_j\), whose lower-left block is then \(-w_j^\dagger\). The upper-right block of \([W_j,\beta E_p]\) is \(-w_jE_p-E_pw_j\), so the odd part disappears if

\[
E_pw_j+w_jE_p=o_j,\qquad (w_j)_{ik}=\frac{(o_j)_{ik}}{E_i+E_k}, \tag{3}
\]

in a basis of eigenfunctions of \(p^2\), where \(E_i\) is the value of \(E_p\). The denominators contain free-particle energies and no potential.

The effect of the shift follows by induction. Suppose that before step \(j\)

\[
H_m[V+\Delta]=H_m[V]+\delta_{m1}\Delta\quad\text{for all } m. \tag{4}
\]

Part (b) establishes this for \(j=1\), since \(H_0\) contains no potential and there are no terms with \(m\ge2\) yet. The added constant is even, so \(o_j\) is unchanged, and by (3) so is \(W_j\). In (2) the constant sits at order one, so it reaches order \(m=1+jq\) with the contribution

\[
\Delta\,W_j^{\,q}\sum_{k+l=q}(-1)^la_ka_l .
\]

For \(q=0\) this is \(\Delta\) at first order. For \(q\ge1\) it vanishes by (1). Hence (4) also holds after step \(j\), and so after every step.

The DKH\(n\) Hamiltonian is \(H^{(n)}=\sum_{m=0}^n(H_m)_{\text{upper left}}-mc^2\). The sum contains the first-order term once if \(n\ge1\), so

\[
H^{(n)}[V+\Delta]=H^{(n)}[V]+\Delta\cdot1\qquad(n\ge1). \tag{5}
\]

All levels move by \(\Delta\), and the eigenfunctions do not change. For \(n=0\) there is no potential and no shift. Result (5) holds for any choice of coefficients that obeys (1), although the energies may depend on that choice.

Unitarity is a real condition. Take the series \(1+W+\tfrac12W^2\), cut off there. The sum in (1) vanishes for \(q=1,2,3\), but for \(q=4\) it equals \(a_2^2=\tfrac14\). The first step then leaves \(\tfrac14\Delta W_1^4\) at order five. The later steps add nothing to this at order five, since they could bring the constant there only with \(q=2\) for \(j=2\) or \(q=1\) for \(j=4\), and both sums vanish. For the \(Z=80\) ion in the 16-function basis of part (g), a shift of 10000 Ry gives a largest matrix-element defect of 0.0291 Ry in the fifth-order Hamiltonian, in agreement with this term. That number belongs to the basis and falls to about 0.02 Ry in denser ones; the ground level itself moves by 0.0195 Ry too much.

## (d) Second order explicitly

**Find the second-order electronic term and check (5) on it directly.**

Let \(O_1\) be the odd part of \(H_1\). Before the first step there is no second-order term. Equation (2) with \(j=1\), \(m=2\), \(a_2=\tfrac12\) gives

\[
H_2'=[W_1,H_1]+\tfrac12W_1^2H_0-W_1H_0W_1+\tfrac12H_0W_1^2
=[W_1,H_1]+\tfrac12[W_1,[W_1,H_0]] .
\]

Since \([W_1,H_0]=-O_1\), the last term is \(-\tfrac12[W_1,O_1]\). The even part of \([W_1,H_1]\) is \([W_1,O_1]\), because a product of two odd operators is even. The even part of \(H_2'\) is therefore \(\tfrac12[W_1,O_1]\). The second step does not alter it: at order two it adds only \([W_2,H_0]\), which is odd. The upper-left block is \(\tfrac12(w_1o^\dagger+ow_1^\dagger)\), or

\[
\tfrac12\sum_k o_{ik}o_{jk}^*\left[\frac1{E_i+E_k}+\frac1{E_j+E_k}\right].
\]

Only \(o\) and free-particle energies occur. Since \(o\) is blind to \(\Delta\), so is this term, and the whole shift of DKH2 comes from first order.

## (e) Finite basis and spin-free form

**Does (5) require a complete basis, and does it survive when spin-orbit coupling is dropped?**

Take basis functions \(\chi_\mu\) with overlap matrix \(N\) and \(p^2\) matrix \(P\). The potential enters through the matrices of \(V\) and \(\boldsymbol\sigma\cdot\mathbf p\,V\boldsymbol\sigma\cdot\mathbf p\). Under the shift they gain \(\Delta N\) and \(\Delta P\), because \((\boldsymbol\sigma\cdot\mathbf p)^2=p^2\). In the orthonormal eigenvectors of \(P\), with eigenvalues \(p_i^2\), the gains are

\[
\Delta\,\delta_{ij}\ \text{ in } V_{ij},\qquad
\frac{\Delta\,p_i^2\,\delta_{ij}}{p_ip_j}=\Delta\,\delta_{ij}\ \text{ in }\ \tilde V_{ij}=\frac{(\boldsymbol\sigma\cdot\mathbf p\,V\boldsymbol\sigma\cdot\mathbf p)_{ij}}{p_ip_j}.
\]

Here \(C\), \(S\) and \(E_p\) are diagonal matrices, so parts (b) and (c) apply word for word. Completeness is not needed.

The spin-free form replaces \(\boldsymbol\sigma\cdot\mathbf p\,V\boldsymbol\sigma\cdot\mathbf p\) by \(\mathbf p\cdot V\mathbf p\). For a constant this is again \(\Delta p^2\), so (5) survives.

It fails if \(V\) is shifted and \(\boldsymbol\sigma\cdot\mathbf p\,V\boldsymbol\sigma\cdot\mathbf p\) is not. The first-order even term then gains \(\Delta C^2\) instead of \(\Delta\), and a false odd part \(-\Delta CS\) appears. For the ion of part (g), a 100 Ry shift treated in this way moves the DKH2 ground level by only 90.80 Ry.

## (f) ZORA

**The zeroth-order regular approximation (ZORA) starts from elimination of the lower component \(\chi\). Find where it loses the shift property, and the resulting rate of change of a level.**

For an energy \(\varepsilon\) without rest energy, the lower Dirac equation \(c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-c^2)\chi=\varepsilon\chi\) gives \(\chi=c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi/(c^2+\varepsilon-V)\). The upper equation becomes

\[
\left[V+\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{c^2+\varepsilon-V}\,\boldsymbol\sigma\cdot\mathbf p\right]\varphi=\varepsilon\varphi . \tag{6}
\]

The denominator depends on \(\varepsilon-V\), so a common shift of \(\varepsilon\) and \(V\) cancels. ZORA drops \(\varepsilon\) there but keeps \(V\):

\[
H_Z[V]=V+\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{c^2-V}\,\boldsymbol\sigma\cdot\mathbf p .
\]

Subtracting the two fractions gives

\[
H_Z[V+\Delta]-H_Z[V]=\Delta+\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2\Delta}{(c^2-V-\Delta)(c^2-V)}\,\boldsymbol\sigma\cdot\mathbf p .
\]

The extra term is a positive operator when \(\Delta>0\) and \(c^2-V-\Delta>0\) everywhere. For a normalized eigenfunction, the Hellmann-Feynman theorem gives the slope at \(\Delta=0\):

\[
\frac{d\varepsilon_Z}{d\Delta}=1+\left\langle\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{(c^2-V)^2}\,\boldsymbol\sigma\cdot\mathbf p\right\rangle>1 . \tag{7}
\]

The excess is the squared norm of \(c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi/(c^2-V)\), the ZORA estimate of the lower component. For \(|V|\ll c^2\) it reduces to \(\langle p^2\rangle/c^2\), the kinetic energy over \(2mc^2\).

## (g) A Coulomb potential, with numbers

**For \(V=-2Z/r\), find the ZORA shift for finite \(\Delta<c^2\). Evaluate it for the ground level of a one-electron ion with \(Z=80\) and \(\Delta=100\) Ry, and compare with DKH.**

The shifted ZORA equation is

\[
\left[\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{c^2-\Delta+2Z/r}\,\boldsymbol\sigma\cdot\mathbf p-\frac{2Z}r\right]\varphi=(\varepsilon_Z(\Delta)-\Delta)\varphi .
\]

Put \(\nu=1-\Delta/c^2\) and \(\mathbf r=\mathbf r'/\nu\), so that \(\mathbf p=\nu\mathbf p'\). The denominator becomes \(\nu(c^2+2Z/r')\), and the two momenta supply \(\nu^2\). Both terms on the left are then \(\nu\) times their unshifted forms, so \(\varepsilon_Z(\Delta)-\Delta=\nu\,\varepsilon_Z(0)\), or

\[
\varepsilon_Z(\Delta)=\varepsilon_Z(0)+\Delta\left[1-\frac{\varepsilon_Z(0)}{c^2}\right]. \tag{8}
\]

A bound level has a spurious extra shift \(\Delta|\varepsilon_Z(0)|/c^2\). It differs from level to level, so the spacings are multiplied by \(\nu\) and even energy differences depend on the chosen zero.

The same scaling applied to (6), with \(\mu=1+\varepsilon_D/c^2\) in place of \(\nu\), gives \(\varepsilon_D=\mu\,\varepsilon_Z(0)\), hence

\[
\varepsilon_Z(0)=\frac{c^2\varepsilon_D}{c^2+\varepsilon_D}. \tag{9}
\]

The Dirac ground level is needed. With a constant spinor \(\xi\) and \(\sigma_r=\boldsymbol\sigma\cdot\mathbf r/r\), set \(\varphi=g(r)\xi\) and \(\chi=-if(r)\sigma_r\xi\). The Dirac equations become

\[
cg'=(c^2+\varepsilon_D-V)f,\qquad Vg-c\left(f'+\frac{2f}r\right)=\varepsilon_Dg .
\]

Try \(g=r^{\gamma-1}e^{-\lambda r}\), \(f=-\eta g\). Matching the \(1/r\) terms and the constants gives

\[
c(1-\gamma)=2Z\eta,\quad c\lambda=\eta(c^2+\varepsilon_D),\quad c\eta(1+\gamma)=2Z,\quad -c\eta\lambda=\varepsilon_D .
\]

The first and third give \(\gamma=\sqrt{1-4Z^2/c^2}=\sqrt{1-Z^2\alpha^2}\) and \(\eta^2=(1-\gamma)/(1+\gamma)\). The other two give \(\varepsilon_D=-\eta^2(c^2+\varepsilon_D)\), so \(\varepsilon_D=-\tfrac12c^2(1-\gamma)\). By (9), \(-\varepsilon_Z(0)/c^2=-\varepsilon_D/(c^2+\varepsilon_D)=\eta^2\), and the slope in (8) is

\[
1+\eta^2=\frac{2}{1+\gamma}.
\]

For small \(Z\alpha\) the excess is \(Z^2\alpha^2/4\). This agrees with \(\langle p^2\rangle/c^2=Z^2/c^2\) from part (f). As \(Z\alpha\to1\) the slope tends to 2.

For \(Z=80\), \(c^2=75115.46\) Ry and \(\varepsilon_D=-7064.384\) Ry, so

\[
\varepsilon_Z(0)=\frac{75115.46\times(-7064.384)}{75115.46-7064.384}\ \text{Ry}=-7797.74\ \text{Ry}.
\]

The spurious shift is \(100\times7797.74/75115.46=10.38\) Ry, about 141 eV, and the level moves by 110.38 Ry. A direct calculation in 16 Gaussian functions also gives 110.38 Ry, and its slope, 1.1038, agrees with (7).

In the same basis the Dirac level is \(-7064.22\) Ry, 0.16 Ry above the analytic value. Relative to this basis value, with the square-root series \(U=\sqrt{1+W^2}+W\), the results are:

| Order | Energy error (Ry) | Shift (Ry) |
|---|---:|---:|
| DKH1 | −307.82 | 100.000000 |
| DKH2 | +17.64 | 100.000000 |
| DKH3 | −1.85 | 100.000000 |
| DKH4 | +0.94 | 100.000000 |
| DKH5 | −0.49 | 100.000000 |
| DKH6 | +0.16 | 100.000000 |

The energy errors are not converged in the basis to the digits shown. In bases of 28 to 40 Gaussians with tighter exponents they become about \(-308.5\), \(+17.73\), \(-1.855\), \(+0.97\), \(-0.52\) and \(+0.18\) Ry, while the shifts stay at 100 Ry. The shift is right even at first order, where the energy is wrong by more than 300 Ry. Invariance under a change of energy zero is therefore no measure of accuracy. The exponential series changes the DKH5 energy by \(-0.017\) Ry in the 16-function basis (\(-0.019\) Ry in the larger ones) but not its shift. For \(s_{1/2}\) and \(p_{1/2}\) symmetry, three unitary series and orders one to six, the full Hamiltonian matrices obey (5) to within \(5\times10^{-10}\) Ry, as the numerical output shows.

These energies belong to a point nucleus and one electron; nuclear size and quantum-electrodynamic corrections are left out. The proof of (5) uses neither the Coulomb form nor the value of \(Z\).

## Computed values

```
c = 274.071998 (Rydberg units), c^2 = 2mc^2 = 75115.460 Ry
Z = 80, Delta = 100.0 Ry = 1360.569 eV
basis: 16 Gaussians, exponents 300 to 1.515e+08 bohr^-2
largest odd element, Coulomb potential: 4.141e+05 Ry
largest odd element, constant Delta: 2.1e-10 Ry
largest even-part deviation from Delta: 6.9e-11 Ry
s1/2: max |H_n[V+Delta]-H_n[V]-Delta|, n=1..6, 3 series: 2.3e-10 Ry
p1/2: max |H_n[V+Delta]-H_n[V]-Delta|, n=1..6, 3 series: 4.7e-10 Ry
Dirac 1s1/2, analytic: -7064.3842 Ry
Dirac 1s1/2, this basis: -7064.2224 Ry
square-root series: n, E_n (Ry), E_n - E_Dirac(basis) (Ry), shift (Ry)
  DKH1  -7372.0453  -307.8230  100.000000
  DKH2  -7046.5814  +17.6409  100.000000
  DKH3  -7066.0745  -1.8522  100.000000
  DKH4  -7063.2852  +0.9372  100.000000
  DKH5  -7064.7092  -0.4868  100.000000
  DKH6  -7064.0621  +0.1602  100.000000
DKH5 energy, exponential minus square root: -1.741e-02 Ry
DKH2 shift if sigma.p V sigma.p is left unshifted: 90.8047 Ry
non-unitary series, shift 10000 Ry: largest DKH5 defect 2.9146e-02 Ry
  predicted from (shift/4) W1^4: 2.9146e-02 Ry
ZORA 1s1/2, scaling law: -7797.7381 Ry; basis: -7797.4514 Ry
ZORA slope dE/dDelta, finite difference: 1.103800
ZORA slope, 1 + expectation value: 1.103800
ZORA shift for Delta, basis: 110.3800 Ry
ZORA shift for Delta, scaling law: 110.3810 Ry
ZORA spurious shift, basis: 10.3800 Ry = 141.227 eV
```
